# Monomer activity at which a precursor tetramer overtakes its dimer

## Definitions and conventions

A precursor monomer M contains one metal atom. In solution it forms a dimer M$_2$ and a tetramer M$_4$. Both formation reactions are written from free monomers:

$$2\,\mathrm{M}\rightleftharpoons \mathrm{M_2},\qquad 4\,\mathrm{M}\rightleftharpoons \mathrm{M_4}.$$

The concentration of species $i$ is $c_i$, the common standard concentration is $c^\circ$, and $x_i=c_i/c^\circ$ is dimensionless. The solution is taken as dilute and ideal, so the activity of each solute equals $x_i$. The activity of free monomer is $a=x_1$. Monomer bound to a Lewis donor is a different species and is not part of $a$.

The formation constants are

$$K_n=\exp\!\left(-\frac{\Delta G_n^\circ}{RT}\right),\qquad \Delta G_n^\circ=\Delta H_n^\circ-T\Delta S_n^\circ ,$$

where $\Delta G_n^\circ$ refers to one mole of M$_n$, not to one mole of metal. The total metal, in units of $c^\circ$, is $t=c_\mathrm{tot}/c^\circ$.

"The tetramer overtakes the dimer" can mean two things:

- Equal molecule counts: $x_4=x_2$. The activity at which this holds is called $a_\mathrm{mol}$.
- Equal numbers of metal atoms held in the two species: $4x_4=2x_2$. This activity is called $a_\mathrm{atom}$.

The second condition is met when there are half as many tetramers as dimers. Both conditions compare this pair alone; neither says that the tetramer is the leading species in the solution.

## Equilibrium from the free energy

Let $g_i=\mu_i^\circ/(RT)$. At fixed temperature and volume, apart from a constant for the solvent, the free energy of the dilute mixture divided by $RTc^\circ$ and by the volume is

$$f=\sum_i x_i\,(g_i+\ln x_i-1).$$

Its derivative is the chemical potential of an ideal solute, because the $-1$ cancels the term from differentiating the logarithm:

$$\frac{\partial f}{\partial x_i}=g_i+\ln x_i-1+x_i\frac{1}{x_i}=g_i+\ln x_i=\frac{\mu_i}{RT}.$$

Conservation of metal gives $x_1=t-2x_2-4x_4$. Thus each added dimer removes two monomers and each added tetramer removes four. At the minimum,

$$\frac{\mu_2-2\mu_1}{RT}=0,\qquad \frac{\mu_4-4\mu_1}{RT}=0 .$$

The second derivatives of $f$ with respect to the $x_i$ are $1/x_i>0$, and the constraint is linear, so the minimum is unique. Inserting the chemical potentials for $n=2$ or $4$ gives

$$g_n+\ln x_n=n(g_1+\ln a),$$

$$\ln x_n=-(g_n-ng_1)+n\ln a .$$

Since $\Delta G_n^\circ=RT(g_n-ng_1)$, this is

$$x_n=K_na^n,\qquad x_2=K_2a^2,\qquad x_4=K_4a^4 .$$

The monomer activity can also be read from the minimum free energy without using these laws. When $t$ changes, the amounts $x_2$ and $x_4$ adjust, but $f$ is stationary with respect to them. Only the explicit dependence through $x_1$ remains, so

$$\frac{df_\mathrm{min}}{dt}=g_1+\ln a .$$

For the crossings, this relation supplies the independent values of $a$ in the numerical output: the free energy is minimised, the total metal is varied until the chosen counts are equal, and $a$ is obtained from the numerical derivative.

## The two crossing activities

The ratio of tetramer to dimer molecules is

$$\frac{x_4}{x_2}=\frac{K_4a^4}{K_2a^2}=\frac{K_4}{K_2}a^2 .$$

It increases steadily with $a$, from zero, so it passes through one once. Setting it to one and taking the positive root gives

$$\boxed{a_\mathrm{mol}=\sqrt{\frac{K_2}{K_4}}}$$

The ratio of metal atoms carries the factor $4/2=2$:

$$\frac{4x_4}{2x_2}=2\,\frac{K_4}{K_2}a^2 .$$

Setting this to one gives

$$\boxed{a_\mathrm{atom}=\sqrt{\frac{K_2}{2K_4}}=\frac{a_\mathrm{mol}}{\sqrt2}}$$

As monomer activity rises, the tetramer therefore first holds more metal than the dimer, and later also has more molecules. For $a_\mathrm{atom}<a<a_\mathrm{mol}$ the two counts give opposite answers.

The choice must match the quantity being compared. A signal proportional to the number of metal sites, with the same response per site in both species, is equal for the two at $a_\mathrm{atom}$. A count of dissolved particles is equal at $a_\mathrm{mol}$.

The same algebra applies to any pair M$_m$ and M$_n$ with $n>m$. Equal molecules require $K_na^n=K_ma^m$, and equal atoms require $nK_na^n=mK_ma^m$. Hence

$$a_\mathrm{mol}^{(m,n)}=\left(\frac{K_m}{K_n}\right)^{1/(n-m)},\qquad
\frac{a_\mathrm{atom}^{(m,n)}}{a_\mathrm{mol}^{(m,n)}}=\left(\frac mn\right)^{1/(n-m)} .$$

For $m=2$ and $n=4$ the last factor is $(1/2)^{1/2}$, as above.

## Dimer activity and total metal at the crossings

If the dimer is easier to observe than the monomer, use the reaction $2\,\mathrm{M_2}\rightleftharpoons\mathrm{M_4}$. Its constant is

$$K_\mathrm{DT}=\frac{x_4}{x_2^2}=\frac{K_4a^4}{K_2^2a^4}=\frac{K_4}{K_2^2}.$$

Equal molecules mean $K_\mathrm{DT}x_2^2=x_2$, so $x_2=1/K_\mathrm{DT}$. Equal atoms mean $2K_\mathrm{DT}x_2^2=x_2$, so $x_2=1/(2K_\mathrm{DT})$. The two dimer activities differ by a factor of 2, the square of the factor for the monomer.

The quantity weighed out is total metal:

$$t(a)=a+2K_2a^2+4K_4a^4 .$$

Every term increases with $a$, so each total corresponds to one positive activity. At the molecule crossing the dimer contributes $2/K_\mathrm{DT}$ and the tetramer $4/K_\mathrm{DT}$. At the atom crossing each contributes $1/K_\mathrm{DT}$. Therefore

$$t_\mathrm{mol}=a_\mathrm{mol}+\frac{6}{K_\mathrm{DT}},\qquad
t_\mathrm{atom}=\frac{a_\mathrm{mol}}{\sqrt2}+\frac{2}{K_\mathrm{DT}} .$$

To see how far apart these totals are, define

$$r=a_\mathrm{mol}K_\mathrm{DT}=\sqrt{\frac{K_2}{K_4}}\,\frac{K_4}{K_2^2}=\sqrt{\frac{K_4}{K_2^3}} .$$

Multiplying both totals by $K_\mathrm{DT}$ gives

$$\frac{t_\mathrm{mol}}{t_\mathrm{atom}}=\frac{r+6}{r/\sqrt2+2}.$$

The numerator of the derivative of this fraction is $(r/\sqrt2+2)-(r+6)/\sqrt2=2-6/\sqrt2<0$, so the ratio falls as $r$ rises. It tends to 3 when free monomer is negligible ($r\to0$) and to $\sqrt2$ when free monomer holds nearly all the metal ($r\to\infty$). The factor $\sqrt2$ in activity therefore carries over to the total concentration only in the second limit. The range from $\sqrt2$ to 3 holds when M, M$_2$ and M$_4$ are the only species; a donor adduct, treated below, can bring the ratio under $\sqrt2$.

Two limits show how the molecule ratio responds to total metal. At low total metal, meaning $2K_2t\ll1$ and $4K_4t^3\ll1$, we have $a\approx t$, and $x_4/x_2\approx(K_4/K_2)t^2$. At high total metal, within the ideal model, the tetramer holds nearly all the metal. Then $t\approx4K_4a^4$, so $a^2\approx\sqrt{t/(4K_4)}$ and

$$\frac{x_4}{x_2}\approx\frac{K_4}{K_2}\sqrt{\frac{t}{4K_4}}=\frac{\sqrt{K_4t}}{2K_2}.$$

The growth slows from $t^2$ to $t^{1/2}$ because most added metal is then taken up by the tetramer and raises the monomer activity only weakly.

## When the dimer leads among all three species

The tetramer may overtake the dimer while the monomer still exceeds both. By molecules, the dimer exceeds the monomer when $K_2a^2>a$, or $a>1/K_2$. It exceeds the tetramer when $a<\sqrt{K_2/K_4}$. Both can hold if

$$\frac1{K_2}<\sqrt{\frac{K_2}{K_4}}
\quad\Longleftrightarrow\quad \frac1{K_2^2}<\frac{K_2}{K_4}
\quad\Longleftrightarrow\quad K_4<K_2^3 .$$

By metal atoms, the conditions are $2K_2a^2>a$ and $a<\sqrt{K_2/(2K_4)}$. They are compatible if

$$\frac1{2K_2}<\sqrt{\frac{K_2}{2K_4}}
\quad\Longleftrightarrow\quad \frac1{4K_2^2}<\frac{K_2}{2K_4}
\quad\Longleftrightarrow\quad K_4<2K_2^3 .$$

For $K_2^3<K_4<2K_2^3$ there is a range of activity in which the dimer holds the most metal, but none in which it has the most molecules. Numerical scans of total metal were tested at $K_4/K_2^3=0.8$, $1.25$, $1.6$ and $2.5$. The dimer leads by both counts at the first value, by atoms alone at the next two, and by neither at the last.

## Worked example at 300 K

The model precursor has round parameters and represents no particular compound. The standard concentration is $c^\circ=1000\ \mathrm{mol/m^3}$. For the dimer, $\Delta H_2^\circ=-60$ kJ/mol and $\Delta S_2^\circ=-130$ J/(mol K). For the tetramer, $\Delta H_4^\circ=-170$ kJ/mol and $\Delta S_4^\circ=-380$ J/(mol K). Thus

$$\Delta G_2^\circ=-60+300(0.130)=-21.0\ \mathrm{kJ/mol},$$

$$\Delta G_4^\circ=-170+300(0.380)=-56.0\ \mathrm{kJ/mol},$$

which give $K_2=4.533\times10^3$ and $K_4=5.627\times10^9$. The crossings are

$$a_\mathrm{mol}=\sqrt{\frac{4.533\times10^3}{5.627\times10^9}}=8.975\times10^{-4},$$

$$a_\mathrm{atom}=\frac{8.975\times10^{-4}}{1.4142}=6.346\times10^{-4}.$$

As free-monomer concentrations these are 0.898 and 0.635 mol/m³.

With $K_\mathrm{DT}=273.9$, the dimer concentration at the molecule crossing is $1000/273.9=3.651$ mol/m³, and the tetramer concentration is the same. The total metal is

$$0.898+2(3.651)+4(3.651)=22.80\ \mathrm{mol/m^3}.$$

The tetramer then holds 64.0% of the metal and the dimer 32.0%, a ratio of 2 despite equal molecule counts.

At the atom crossing the dimer concentration is 1.826 mol/m³ and the tetramer concentration 0.913 mol/m³. The total is

$$0.635+2(1.826)+4(0.913)=7.94\ \mathrm{mol/m^3},$$

with 46.0% of the metal in each oligomer and 8.0% in free monomer.

The totals differ by a factor of 2.87. This is close to the limit of 3 because $K_4/K_2^3=0.0604$, so $r=\sqrt{0.0604}=0.246$ is small. The same value lies below both limits of the previous section, so the dimer does lead over a range of activity by either count.

At a total of 13.22 mol/m³ the activity is $7.547\times10^{-4}$, the geometric mean of the two crossings. There are 0.707 tetramers per dimer, but the tetramer holds 1.414 times as much metal. Both statements describe the same solution.

## Temperature

Taking the logarithm of the molecule crossing gives

$$\ln a_\mathrm{mol}=\frac{\ln K_2-\ln K_4}{2}
=\frac{\Delta G_4^\circ-\Delta G_2^\circ}{2RT}.$$

The order of the difference is reversed because $\ln K_n=-\Delta G_n^\circ/(RT)$. Separating enthalpy and entropy,

$$\ln a_\mathrm{mol}=\frac{\Delta H_4^\circ-\Delta H_2^\circ}{2RT}
-\frac{\Delta S_4^\circ-\Delta S_2^\circ}{2R}.$$

If these enthalpies and entropies are constant over the temperature range,

$$\frac{d\ln a_\mathrm{mol}}{d(1/T)}=\frac{\Delta H_4^\circ-\Delta H_2^\circ}{2R}.$$

The atom crossing differs by the constant $-\tfrac12\ln2$ and has the same slope. When $\Delta H_4^\circ<\Delta H_2^\circ$, warming moves both crossings to higher monomer activity. The totals need not follow: if also $\Delta H_4^\circ>2\Delta H_2^\circ$, then $K_\mathrm{DT}$ grows on warming, the oligomer terms $6/K_\mathrm{DT}$ and $2/K_\mathrm{DT}$ shrink, and the totals can fall.

In the example the slope is $-110\,000/(2R)=-6615$ K. Warming from 300 to 330 K changes $1/T$ by $-3.030\times10^{-4}\ \mathrm{K^{-1}}$, so $\ln a$ rises by 2.00 and $a$ by a factor of 7.42. The crossings become $a_\mathrm{mol}=6.66\times10^{-3}$ and $a_\mathrm{atom}=4.71\times10^{-3}$. The corresponding totals are 142 and 49.9 mol/m³. At these larger totals the ideal-solution assumption needs closer scrutiny than at 300 K.

The free-energy difference also sets the accuracy. An error $\varepsilon$ in $\Delta G_4^\circ-\Delta G_2^\circ$ multiplies either crossing activity by $\exp[\varepsilon/(2RT)]$. This factor equals $\sqrt2$ when $\varepsilon=RT\ln2$, which is 1.7 kJ/mol at 300 K. An error of that size shifts a crossing activity as much as choosing the wrong count does, but it does not remove the distinction: for any given pair of constants the two crossing activities still differ by $\sqrt2$. The totals respond differently, because they contain $K_\mathrm{DT}$ and so depend on $\Delta G_4^\circ-2\Delta G_2^\circ$. In the example, $t_\mathrm{mol}=a_\mathrm{mol}+6/K_\mathrm{DT}$ is multiplied by 2.0 if $\Delta G_4^\circ$ is raised by $\varepsilon$ and by 3.9 if $\Delta G_2^\circ$ is lowered by $\varepsilon$. Raising both by $\varepsilon$ leaves the crossing activities unchanged but multiplies $t_\mathrm{mol}$ by 0.52.

## A trimer or a Lewis donor

An additional trimer obeys $x_3=K_3a^3$. It does not enter $x_4/x_2$, so both crossing activities stay where they were. It does store metal, and the required total rises by $3K_3a^3$. With $K_3=1.854\times10^6$, the increase at the molecule crossing is

$$1000\times3(1.854\times10^6)(8.975\times10^{-4})^3=4.02\ \mathrm{mol/m^3},$$

which raises the total from 22.80 to 26.82 mol/m³.

Now let a donor L bind the monomer alone, $\mathrm{M+L\rightleftharpoons ML}$, with constant $K_\mathrm L$. Let $y$ be the free-donor activity and $\ell$ the total donor divided by $c^\circ$. Then $x_\mathrm{ML}=K_\mathrm Lay$, and donor conservation gives

$$\ell=y+K_\mathrm Lay=y(1+K_\mathrm La),\qquad
y=\frac{\ell}{1+K_\mathrm La}.$$

The metal stored in the adduct is therefore

$$x_\mathrm{ML}=\frac{K_\mathrm La}{1+K_\mathrm La}\,\ell .$$

This is added to $t(a)$. It is less than $\ell$, since each donor binds at most one metal atom. It also increases with $a$, its derivative being $K_\mathrm L\ell/(1+K_\mathrm La)^2>0$, so the total still fixes one activity.

For $K_\mathrm L=3.036\times10^3$ and 20 mol/m³ of donor, $K_\mathrm La_\mathrm{mol}=2.725$. The adduct holds $20(2.725/3.725)=14.63$ mol/m³ of metal, and the molecule crossing moves to a total of 37.4 mol/m³. The atom crossing moves from 7.94 to 21.1 mol/m³. The crossing activities are unchanged.

At fixed total metal the result looks different. The adduct takes up metal, so $a$ must fall, and $x_4/x_2$ falls with it. Adding the donor at 22.80 mol/m³ of metal lowers $a$ from $8.975\times10^{-4}$ to $6.726\times10^{-4}$. The molecule ratio becomes

$$\left(\frac{6.726}{8.975}\right)^2=0.562,$$

and the atom ratio is twice this, 1.12. The tetramer has lost its equality in molecules but still holds more metal than the dimer.

If the donor also binds the dimer, the count must be redefined. Let $K_\mathrm{2L}$ be the constant for $\mathrm{M_2+L\rightleftharpoons M_2L}$. Counting bare and bound dimers together gives $K_2a^2(1+K_\mathrm{2L}y)$. Equality with the number of bare tetramers then requires

$$a_\mathrm{mol}=\sqrt{\frac{K_2(1+K_\mathrm{2L}y)}{K_4}} .$$

The crossing now depends on free donor. Since $y$ falls as $a$ rises at fixed total donor, it is smaller at the molecule crossing than at the atom crossing, and the two activities then differ by less than $\sqrt2$. If bare dimers alone are counted, the original formula remains.

## Conditions of use and implementation

For a non-ideal solution, $a$ remains the monomer activity, but the oligomer activities are $\gamma_nx_n$. The equilibrium law becomes $\gamma_nx_n=K_na^n$, and equal molecule counts require

$$a_\mathrm{mol}=\sqrt{\frac{K_2\gamma_4}{K_4\gamma_2}} .$$

The coefficients must be evaluated at the crossing composition. The factor $\sqrt2$ between the crossings survives if $\gamma_4/\gamma_2$ is the same at both; otherwise each condition must be solved separately.

The formulas also require the oligomers to equilibrate. If exchange between M$_2$ and M$_4$ is slow on the time scale of the measurement, their ratio reflects the history of the sample. A crossing can also be out of reach: if a solid phase limits the monomer activity to a value below $a_\mathrm{atom}$, the equilibrium solution reaches neither crossing.

Four points matter in an implementation.

1. Check the reaction behind each constant. If the tetramer constant is given for $2\,\mathrm{M_2}\rightleftharpoons\mathrm{M_4}$, first form $K_4=K_\mathrm{DT}K_2^2$. If free energies are given per metal atom, multiply them by 2 for the dimer and by 4 for the tetramer.

2. Use one standard concentration throughout. Replacing $c^\circ$ by $sc^\circ$ changes $K_n$ to $s^{n-1}K_n$. Then $K_2/K_4$ is multiplied by $s/s^3=s^{-2}$, and $a_\mathrm{mol}$ by $s^{-1}$. The concentration $c^\circ a_\mathrm{mol}$ is unchanged, as it must be.

3. Evaluate $\ln a_\mathrm{mol}=(\ln K_2-\ln K_4)/2$ directly, to avoid overflow for large constants. Subtract $\tfrac12\ln2$ for the atom crossing.

4. To classify a sample of known total metal, compare $t$ with $t_\mathrm{atom}$ and $t_\mathrm{mol}$, including any trimer term and the adduct term of a donor that binds only the monomer. In an ideal solution no root search is then needed. If the donor also binds the dimer, the crossing activity depends on free donor and must first be solved together with donor conservation. If $a$ itself is wanted in an ideal solution, solve $t(a)=t$ on the interval from 0 to $t$, where the monotonic function has one root. In a non-ideal solution $a$ can exceed $t$, and this bracket may fail.

The closed formulas for activity and total metal were tested against free-energy minimisation at 300 and 330 K, and at 300 K with the trimer or the donor present. The largest deviation, relative to the formula value, was $2.7\times10^{-7}$. This checks the algebra within the ideal model, not the suitability of that model for a particular precursor. The full values are in the numerical output.

## Computed results

```
temperature: 300 K; standard conc.: 1000 mol/m^3
dimer: dH -60 kJ/mol, dS -130 J/(mol K), dG -21.0 kJ/mol, K 4.5327e+03
tetramer: dH -170 kJ/mol, dS -380 J/(mol K), dG -56.0 kJ/mol, K 5.6270e+09
trimer: dH -111 kJ/mol, dS -250 J/(mol K), dG -36.0 kJ/mol, K 1.8537e+06
adduct: dH -50 kJ/mol, dS -100 J/(mol K), dG -20.0 kJ/mol, K 3.0356e+03
K_DT for 2 M2 <-> M4: 273.89
K4/K2^3: 6.0425e-02
equal molecules: a by formula 8.9751e-04
equal molecules: a by minimisation 8.9751e-04
equal molecules: M, M2, M4 = 0.8975, 3.6512, 3.6512 mol/m^3
equal molecules: total metal 22.804 mol/m^3
equal molecules: metal share M, M2, M4 = 3.94, 32.02, 64.04 %
equal atoms: a by formula 6.3463e-04
equal atoms: a by minimisation 6.3463e-04
equal atoms: M, M2, M4 = 0.6346, 1.8256, 0.9128 mol/m^3
equal atoms: total metal 7.937 mol/m^3
equal atoms: metal share M, M2, M4 = 8.00, 46.00, 46.00 %
activity ratio of crossings: 1.4142
total-metal ratio of crossings: 2.8732
between: a 7.5471e-04, total metal 13.221 mol/m^3
between: M4/M2 molecules 0.7071, atoms 1.4142
slope d ln a / d(1/T): -6615.0 K
330 K, equal molecules: a 6.6619e-03, total metal 142.18 mol/m^3
330 K, equal atoms: a 4.7107e-03, total metal 49.88 mol/m^3
with trimer, equal molecules: a 8.9751e-04, total metal 26.825 mol/m^3
with trimer, equal atoms: a 6.3463e-04, total metal 9.358 mol/m^3
with donor, equal molecules: a 8.9751e-04, total metal 37.435 mol/m^3
with donor, equal atoms: a 6.3463e-04, total metal 21.103 mol/m^3
total donor: 20.0 mol/m^3
donor added at total metal 22.804 mol/m^3:
  a 6.7259e-04, M4/M2 molecules 0.5616, atoms 1.1232
K4/K2^3 = 0.8: dimer ever leads by molecules True, by atoms True
K4/K2^3 = 1.25: dimer ever leads by molecules False, by atoms True
K4/K2^3 = 1.6: dimer ever leads by molecules False, by atoms True
K4/K2^3 = 2.5: dimer ever leads by molecules False, by atoms False
largest relative deviation at crossings: 2.7e-07
```
